# Cluster analysis: obtaining T1 to T4 from configuration-interaction coefficients: a program that tests the result

```python
# Cluster analysis: if (1 + C1 + C2 + C3 + C4)|0> = exp(T1 + T2 + T3 + T4)|0>, then
#   C1 = T1, C2 = T2 + T1^2/2, C3 = T3 + T1 T2 + T1^3/6,
#   C4 = T4 + T1 T3 + T2^2/2 + T1^2 T2/2 + T1^4/24, and inversely
#   T1 = C1, T2 = C2 - C1^2/2, T3 = C3 - C1 C2 + C1^3/3,
#   T4 = C4 - C1 C3 - C2^2/2 + C1^2 C2 - C1^4/4.
# |0>: reference determinant; C_n, T_n: n-fold excitation operators; <0|Psi> = 1.
# Everything is a matrix on the Fock space of 8 spin orbitals (4 orbitals, up and down).
# Spin orbital 2p is orbital p with spin up, 2p+1 is orbital p with spin down.
# Model: four-site Hubbard chain, four electrons, energies in units of the hopping t.
from itertools import combinations
import numpy as np
import sympy as sp
from scipy.linalg import expm

N_MODES, N_OCC = 8, 4


def mode_annihilator(p):
    """Jordan-Wigner matrix of the annihilator of spin orbital p."""
    out = np.eye(1)
    for q in range(N_MODES):
        if q < p:
            factor = np.diag([1.0, -1.0])
        elif q == p:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        out = np.kron(out, factor)
    return out


annih = [mode_annihilator(p) for p in range(N_MODES)]
create = [a.T for a in annih]
DIM = 2 ** N_MODES
vacuum = np.zeros(DIM)
vacuum[0] = 1.0
ref = create[0] @ create[1] @ create[2] @ create[3] @ vacuum

# Excitation strings a+_a a_i a+_b a_j ... and the determinants they make from |0>
labels, strings, dets = {}, {}, {}
for n in range(1, 5):
    labels[n] = [(o, v) for o in combinations(range(N_OCC), n)
                 for v in combinations(range(N_OCC, N_MODES), n)]
    ops = []
    for occ, virt in labels[n]:
        op = np.eye(DIM)
        for i, a in zip(occ, virt):
            op = op @ create[a] @ annih[i]
        ops.append(op)
    strings[n] = np.array(ops)
    dets[n] = np.array([op @ ref for op in ops])
all_dets = np.vstack([ref[None, :]] + [dets[n] for n in range(1, 5)])
assert np.allclose(all_dets @ all_dets.T, np.eye(70), atol=1e-13)


def operator(n, amplitudes):
    return np.tensordot(amplitudes, strings[n], axes=1)


def read_c(state):
    """C_n operators from the determinant coefficients of a state."""
    return [operator(n, dets[n] @ state) for n in range(1, 5)]


def c_terms(T1, T2, T3, T4):
    return [[T1],
            [T2, T1 @ T1 / 2],
            [T3, T1 @ T2, T1 @ T1 @ T1 / 6],
            [T4, T1 @ T3, T2 @ T2 / 2, T1 @ T1 @ T2 / 2, T1 @ T1 @ T1 @ T1 / 24]]


def t_terms(C1, C2, C3, C4):
    return [[C1],
            [C2, -C1 @ C1 / 2],
            [C3, -C1 @ C2, C1 @ C1 @ C1 / 3],
            [C4, -C1 @ C3, -C2 @ C2 / 2, C1 @ C1 @ C2, -C1 @ C1 @ C1 @ C1 / 4]]


def add_up(term_lists):
    return [sum(terms[1:], terms[0]) for terms in term_lists]


def peel(state):
    """T_n rank by rank from the matrix exponential, without the inverse relations."""
    found, total = [], np.zeros((DIM, DIM))
    for n in range(1, 5):
        missing = state - expm(total) @ ref
        found.append(operator(n, dets[n] @ missing))
        total = total + found[-1]
    return found


# Random amplitudes: commutation, finite series, operator identity, forward relations
rng = np.random.default_rng(7)
T_rand = [operator(n, 0.3 * rng.standard_normal(len(labels[n]))) for n in range(1, 5)]
for A in T_rand:
    for B in T_rand:
        assert np.allclose(A @ B, B @ A, atol=1e-12)
T_sum = sum(T_rand)
T_fourth = np.linalg.matrix_power(T_sum, 4)
assert np.abs(T_fourth).max() > 1e-6
assert np.abs(T_fourth @ T_sum).max() < 1e-12
wave_op = expm(T_sum)
C_rand = read_c(wave_op @ ref)
assert abs(ref @ wave_op @ ref - 1) < 1e-12
assert np.allclose(wave_op, np.eye(DIM) + sum(C_rand), atol=1e-10)
forward_error = max(np.abs(x - y).max()
                    for x, y in zip(C_rand, add_up(c_terms(*T_rand))))
assert forward_error < 1e-10

# Symbolic series in a rank-counting parameter, for commuting symbols
lam = sp.Symbol("lam")
sym = sp.symbols("x1:5")
graded = sum(lam ** (k + 1) * sym[k] for k in range(4))
boxes = [sp.Matrix([[s]]) for s in sym]
for function, relations in ((sp.exp(graded), c_terms), (sp.log(1 + graded), t_terms)):
    formulas = [sum(m[0, 0] for m in terms) for terms in relations(*boxes)]
    for n in range(1, 5):
        coefficient = sp.diff(function, lam, n).subs(lam, 0) / sp.factorial(n)
        assert sp.expand(coefficient - formulas[n - 1]) == 0


def solve_chain(site_energies, hoppings, repulsion):
    """Exact ground state in the orbital basis of the one-electron Hamiltonian."""
    h = np.diag(site_energies) - np.diag(hoppings, 1) - np.diag(hoppings, -1)
    orb_energy, orb = np.linalg.eigh(h)
    for p in range(4):
        orb[:, p] *= np.sign(orb[np.argmax(np.abs(orb[:, p])), p])
    site = [[sum(orb[i, p] * annih[2 * p + s] for p in range(4)) for s in (0, 1)]
            for i in range(4)]
    H = np.zeros((DIM, DIM))
    for i in range(4):
        for j in range(4):
            if h[i, j] != 0:
                H += h[i, j] * sum(site[i][s].T @ site[j][s] for s in (0, 1))
        H += repulsion * site[i][0].T @ site[i][0] @ site[i][1].T @ site[i][1]
    count = [np.diag(create[p] @ annih[p]) for p in range(N_MODES)]
    n_up, n_down = sum(count[0::2]), sum(count[1::2])
    sector = np.where((np.round(n_up) == 2) & (np.round(n_down) == 2))[0]
    energies, vectors = np.linalg.eigh(H[np.ix_(sector, sector)])
    assert energies[1] - energies[0] > 1e-3
    psi = np.zeros(DIM)
    psi[sector] = vectors[:, 0]
    c0 = ref @ psi
    assert abs(c0) > 0.1
    return H, orb_energy, orb, energies[0], abs(c0), psi / c0, len(sector)


def component(op, n, occ, virt):
    return dets[n][labels[n].index((occ, virt))] @ op @ ref


eps = np.array([0.0, 0.5, 0.2, 1.0])
hop = np.array([1.0, 1.0, 1.0])
U = 4.0
H, orb_energy, orb, E_exact, c0, psi, n_det = solve_chain(eps, hop, U)
C = read_c(psi)
T = add_up(t_terms(*C))
inverse_error = max(np.abs(x - y).max() for x, y in zip(T, peel(psi)))
assert inverse_error < 1e-9
rebuild_error = np.abs(expm(sum(T)) @ ref - psi).max()
assert rebuild_error < 1e-9

# All double amplitudes from the explicit antisymmetrized formula
c1 = {(o[0], v[0]): component(C[0], 1, o, v) for o, v in labels[1]}
for (i, j), (a, b) in labels[2]:
    explicit = (component(C[1], 2, (i, j), (a, b))
                - c1[i, a] * c1[j, b] + c1[i, b] * c1[j, a])
    assert abs(explicit - component(T[1], 2, (i, j), (a, b))) < 1e-10

# Energy from T1 and T2 only, and the similarity-transformed eigenvalue equation
E_ref = ref @ H @ ref
E_parts = [ref @ H @ op @ ref for op in (T[0], T[1], T[0] @ T[0] / 2)]
assert abs(E_ref + sum(E_parts) - E_exact) < 1e-9
transformed = expm(-sum(T)) @ H @ expm(sum(T)) @ ref
assert np.allclose(transformed, E_exact * ref, atol=1e-8)

print("Model: 4-site Hubbard chain, 4 electrons; energies in units of t")
print("site energies (t):", eps, " hoppings (t):", hop, " U (t):", U)
print("determinants with 2 up and 2 down electrons:", n_det)
for p in range(4):
    print(f"orbital {p+1}: energy {orb_energy[p]:.5f} t, site coefficients",
          " ".join(f"{x:.4f}" for x in orb[:, p]))
print("reference: orbitals 1, 2 doubly filled; u = up, d = down")
print(f"reference coefficient c0 = {c0:.6f}, weight c0^2 = {c0**2:.6f}")
for n in range(4):
    print(f"norm of C{n+1}|0> = {np.linalg.norm(C[n] @ ref):.6f}, "
          f"norm of T{n+1}|0> = {np.linalg.norm(T[n] @ ref):.6f}")

print("Double 2u 2d -> 3u 3d (dimensionless amplitudes)")
print(f"  c(2u->3u) = {c1[2, 4]:.6f}, c(2d->3d) = {c1[3, 5]:.6f}")
print(f"  c2 = {component(C[1], 2, (2, 3), (4, 5)):.6f}, "
      f"t2 = {component(T[1], 2, (2, 3), (4, 5)):.6f}")
print("Double 1u 2u -> 3u 4u")
print(f"  c(1u->3u) = {c1[0, 4]:.6f}, c(2u->4u) = {c1[2, 6]:.6f}")
print(f"  c(1u->4u) = {c1[0, 6]:.6f}, c(2u->3u) = {c1[2, 4]:.6f}")
print(f"  c2 = {component(C[1], 2, (0, 2), (4, 6)):.6f}, "
      f"t2 = {component(T[1], 2, (0, 2), (4, 6)):.6f}")

names_c = {3: ["T3", "T1 T2", "T1^3/6"],
           4: ["T4", "T1 T3", "T2^2/2", "T1^2 T2/2", "T1^4/24"]}
names_t = {3: ["C3", "-C1 C2", "C1^3/3"],
           4: ["C4", "-C1 C3", "-C2^2/2", "C1^2 C2", "-C1^4/4"]}
cases = {3: ("Triple 1u 1d 2u -> 3u 3d 4u", (0, 1, 2), (4, 5, 6)),
         4: ("Quadruple 1u 1d 2u 2d -> 3u 3d 4u 4d", (0, 1, 2, 3), (4, 5, 6, 7))}
for n in (3, 4):
    title, occ, virt = cases[n]
    print(title)
    for target, names, terms in (("c", names_c[n], c_terms(*T)[n - 1]),
                                 ("t", names_t[n], t_terms(*C)[n - 1])):
        values = [component(op, n, occ, virt) for op in terms]
        direct = component((C if target == "c" else T)[n - 1], n, occ, virt)
        assert abs(sum(values) - direct) < 1e-10
        for name, value in zip(names, values):
            print(f"  term {name} in {target}{n}: {value:.6f}")
        print(f"  sum = {target}{n} = {sum(values):.6f}")

print(f"reference energy <0|H|0> = {E_ref:.6f} t")
print(f"<0|H T1|0> = {E_parts[0]:.6f} t, <0|H T2|0> = {E_parts[1]:.6f} t, "
      f"<0|H T1^2/2|0> = {E_parts[2]:.6f} t")
print(f"sum = {E_ref + sum(E_parts):.6f} t, exact diagonalization = {E_exact:.6f} t")

# Middle bond cut: two independent two-electron dimers
cut = solve_chain(eps, np.array([1.0, 0.0, 1.0]), U)
psi_cut = cut[5]
C_cut = read_c(psi_cut)
T_cut = peel(psi_cut)
pair_left = component(C_cut[1], 2, (0, 1), (4, 5))
pair_right = component(C_cut[1], 2, (2, 3), (6, 7))
quad_cut = component(C_cut[3], 4, (0, 1, 2, 3), (4, 5, 6, 7))
norm_c3 = np.linalg.norm(C_cut[2] @ ref)
assert abs(quad_cut - pair_left * pair_right) < 1e-10
assert abs(quad_cut) > 1e-3 and norm_c3 > 1e-3
largest_t34 = max(np.abs(T_cut[2]).max(), np.abs(T_cut[3]).max())
assert largest_t34 < 1e-10
print("Middle hopping set to 0: two independent dimers")
print(f"  pair coefficients: left {pair_left:.6f}, right {pair_right:.6f}")
print(f"  c4 = {quad_cut:.6f}, product of pairs = {pair_left * pair_right:.6f}")
print(f"  norm of C3|0> = {norm_c3:.6f}, largest |T3|, |T4| element = {largest_t34:.0e}")
print(f"largest errors: forward {forward_error:.0e}, inverse {inverse_error:.0e}, "
      f"rebuilt state {rebuild_error:.0e}")
print("PASS")
```

Running it gives:

```
Model: 4-site Hubbard chain, 4 electrons; energies in units of t
site energies (t): [0.  0.5 0.2 1. ]  hoppings (t): [1. 1. 1.]  U (t): 4.0
determinants with 2 up and 2 down electrons: 36
orbital 1: energy -1.26592 t, site coefficients 0.4753 0.6017 0.5873 0.2592
orbital 2: energy -0.26292 t, site coefficients 0.6886 0.1811 -0.5505 -0.4359
orbital 3: energy 1.16410 t, site coefficients 0.4812 -0.5601 -0.1092 0.6654
orbital 4: energy 2.06475 t, site coefficients 0.2614 -0.5398 0.5832 -0.5478
reference: orbitals 1, 2 doubly filled; u = up, d = down
reference coefficient c0 = 0.771401, weight c0^2 = 0.595059
norm of C1|0> = 0.553654, norm of T1|0> = 0.553654
norm of C2|0> = 0.578734, norm of T2|0> = 0.674435
norm of C3|0> = 0.155521, norm of T3|0> = 0.079209
norm of C4|0> = 0.121880, norm of T4|0> = 0.018905
Double 2u 2d -> 3u 3d (dimensionless amplitudes)
  c(2u->3u) = -0.372933, c(2d->3d) = -0.372933
  c2 = -0.283141, t2 = -0.422220
Double 1u 2u -> 3u 4u
  c(1u->3u) = 0.013197, c(2u->4u) = 0.059123
  c(1u->4u) = -0.102555, c(2u->3u) = -0.372933
  c2 = -0.092517, t2 = -0.055051
Triple 1u 1d 2u -> 3u 3d 4u
  term T3 in c3: 0.029120
  term T1 T2 in c3: -0.047903
  term T1^3/6 in c3: -0.000494
  sum = c3 = -0.019277
  term C3 in t3: -0.019277
  term -C1 C2 in t3: 0.049386
  term C1^3/3 in t3: -0.000989
  sum = t3 = 0.029120
Quadruple 1u 1d 2u 2d -> 3u 3d 4u 4d
  term T4 in c4: -0.018905
  term T1 T3 in c4: -0.013882
  term T2^2/2 in c4: 0.191246
  term T1^2 T2/2 in c4: -0.037983
  term T1^4/24 in c4: 0.001404
  sum = c4 = 0.121880
  term C4 in t4: 0.121880
  term -C1 C3 in t4: 0.084233
  term -C2^2/2 in t4: -0.157475
  term C1^2 C2 in t4: -0.059121
  term -C1^4/4 in t4: -0.008422
  sum = t4 = -0.018905
reference energy <0|H|0> = 1.470109 t
<0|H T1|0> = -0.609410 t, <0|H T2|0> = -1.319495 t, <0|H T1^2/2|0> = 0.176375 t
sum = -0.282421 t, exact diagonalization = -0.282421 t
Middle hopping set to 0: two independent dimers
  pair coefficients: left -0.402241, right -0.384747
  c4 = 0.154761, product of pairs = 0.154761
  norm of C3|0> = 0.148588, largest |T3|, |T4| element = 6e-16
largest errors: forward 2e-16, inverse 6e-17, rebuilt state 6e-17
PASS
```
